# Spinor spherical harmonics and the maps from κ to l and j: test program

```python
# Result under test (hbar = 1): the two-component spinor harmonics Omega_{kappa,m}
# obey (sigma.L + 1) Omega = -kappa Omega, with
#   j = |kappa| - 1/2,  l = |kappa + 1/2| - 1/2,  l_small = |kappa - 1/2| - 1/2,
# and sigma.rhat Omega_{kappa,m} = -Omega_{-kappa,m}.
# kappa: nonzero integer; m: projection of j (stored as the odd integer twom = 2m);
# l, l_small: orbital numbers of the large and small Dirac components.
# Differential operators are applied by Cartesian finite differences.
import numpy as np
from math import factorial
from scipy.special import lpmv
from scipy import constants as const
from sympy import Rational
from sympy.physics.wigner import clebsch_gordan

SIGMA = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]],
                 dtype=complex)


def l_of(kappa):
    return kappa if kappa > 0 else -kappa - 1


def harmonic(l, m, p):
    """Condon-Shortley spherical harmonic at Cartesian points p of shape (3, N)."""
    if abs(m) > l:
        return np.zeros(p.shape[1], dtype=complex)
    a = abs(m)
    r = np.sqrt((p**2).sum(axis=0))
    norm = np.sqrt((2*l + 1)/(4*np.pi)*factorial(l - a)/factorial(l + a))
    val = norm*lpmv(a, l, p[2]/r)*np.exp(1j*a*np.arctan2(p[1], p[0]))
    return val if m >= 0 else (-1)**a*np.conj(val)


def coefficients(kappa, twom):
    m = twom/2
    up = -np.sign(kappa)*np.sqrt((kappa + 0.5 - m)/(2*kappa + 1))
    down = np.sqrt((kappa + 0.5 + m)/(2*kappa + 1))
    return up, down


def omega(kappa, twom):
    up, down = coefficients(kappa, twom)
    l = l_of(kappa)
    return lambda p: np.array([up*harmonic(l, (twom - 1)//2, p),
                               down*harmonic(l, (twom + 1)//2, p)])


def partial(f, axis, h):
    """Fourth-order central difference along one Cartesian axis."""
    e = np.zeros((3, 1))
    e[axis] = h
    return lambda p: (8*(f(p + e) - f(p - e)) - f(p + 2*e) + f(p - 2*e))/(12*h)


def orbital(f, i, h=2e-3):
    """Component i of L = -i r x grad."""
    j, k = (i + 1) % 3, (i + 2) % 3
    dj, dk = partial(f, j, h), partial(f, k, h)
    return lambda p: -1j*(p[j]*dk(p) - p[k]*dj(p))


def k_operator(f, p):
    return f(p) + sum(SIGMA[i] @ orbital(f, i)(p) for i in range(3))


def l_squared(f, p):
    return sum(orbital(orbital(f, i), i)(p) for i in range(3))


def sigma_r(f):
    def g(p):
        r = np.sqrt((p**2).sum(axis=0))
        v = f(p)
        return sum((p[i]/r)*(SIGMA[i] @ v) for i in range(3))
    return g


def sigma_p(f, p, h):
    return -1j*sum(SIGMA[i] @ partial(f, i, h)(p) for i in range(3))


def close(a, b, tol):
    assert np.max(np.abs(a - b)) < tol, np.max(np.abs(a - b))


# Generic test points, and a product quadrature on the unit sphere
rng = np.random.default_rng(4)
pts = rng.normal(size=(3, 6))
pts *= rng.uniform(0.9, 1.5, size=6)/np.sqrt((pts**2).sum(axis=0))
nodes, gauss = np.polynomial.legendre.leggauss(12)
phis = 2*np.pi*np.arange(20)/20
ct, ph = [a.ravel() for a in np.meshgrid(nodes, phis, indexing="ij")]
weights = np.repeat(gauss, 20)*2*np.pi/20
sphere = np.array([np.sqrt(1 - ct**2)*np.cos(ph), np.sqrt(1 - ct**2)*np.sin(ph), ct])


def overlap(a, b):
    return np.sum(weights*np.sum(np.conj(a)*b, axis=0))


# Spectrum and degeneracies of sigma.L + 1 from matrices in the product space
for l in range(0, 5):
    ms = np.arange(l, -l - 1, -1)
    lz = np.diag(ms).astype(complex)
    lp = np.diag(np.sqrt(l*(l + 1) - ms[1:]*(ms[1:] + 1.0)), 1).astype(complex)
    lx, ly = (lp + lp.conj().T)/2, (lp - lp.conj().T)/2j
    kmat = np.eye(4*l + 2) + sum(np.kron(a, s) for a, s in zip((lx, ly, lz), SIGMA))
    close(np.linalg.eigvalsh(kmat), np.array([-l]*(2*l) + [l + 1]*(2*l + 2)), 1e-10)

kappas = [k for k in range(-4, 5) if k != 0]
basis = []
for kappa in kappas:
    j = abs(kappa) - 0.5
    l, l_small = abs(kappa + 0.5) - 0.5, abs(kappa - 0.5) - 0.5
    for twom in range(-(2*abs(kappa) - 1), 2*abs(kappa), 2):
        m = twom/2
        f = omega(kappa, twom)
        v = f(pts)
        basis.append(f(sphere))
        # eigenvalue, orbital numbers of both components, partner relation
        close(k_operator(f, pts), -kappa*v, 1e-7)
        close(l_squared(f, pts), l*(l + 1)*v, 1e-5)
        g = sigma_r(f)
        close(l_squared(g, pts), l_small*(l_small + 1)*g(pts), 1e-5)
        close(g(pts), -omega(-kappa, twom)(pts), 1e-12)
        # total angular momentum: J_z and both ladder operators with j = |kappa| - 1/2
        lx, ly, lz = [orbital(f, i)(pts) for i in range(3)]
        close(lz + SIGMA[2] @ v/2, m*v, 1e-7)
        for s in (1, -1):
            ladder = lx + 1j*s*ly + (SIGMA[0] + 1j*s*SIGMA[1]) @ v/2
            target = np.zeros_like(v)
            if abs(m + s) <= j:
                target = np.sqrt((j - s*m)*(j + s*m + 1))*omega(kappa, twom + 2*s)(pts)
            close(ladder, target, 1e-7)
        # sigma.p acting on a radial function times Omega
        def radial(p):
            r = np.sqrt((p**2).sum(axis=0))
            return r**1.3*np.exp(-0.7*r)
        r = np.sqrt((pts**2).sum(axis=0))
        slope = radial(pts)*(1.3/r - 0.7)
        close(sigma_p(lambda p: radial(p)*f(p), pts, 2e-3),
              1j*(slope + (kappa + 1)*radial(pts)/r)*omega(-kappa, twom)(pts), 1e-7)
        # coefficients and signs against independent Clebsch-Gordan values
        for c, two_s in zip(coefficients(kappa, twom), (1, -1)):
            ml = (twom - two_s)//2
            if abs(ml) <= l_of(kappa):
                cg = clebsch_gordan(l_of(kappa), Rational(1, 2),
                                    Rational(2*abs(kappa) - 1, 2), ml,
                                    Rational(two_s, 2), Rational(twom, 2))
                close(c, float(cg), 1e-12)

gram = np.array([[overlap(a, b) for b in basis] for a in basis])
close(gram, np.eye(len(basis)), 1e-11)

print("Maps; <K> is the quadrature mean of sigma.L+1 at m=1/2 (hbar=1)")
for kappa in kappas:
    f = omega(kappa, 1)
    mean_k = overlap(f(sphere), k_operator(f, sphere)).real
    close(mean_k, -kappa, 1e-6)
    print(f"kappa={kappa:+d}  l={l_of(kappa)}  j={2*abs(kappa)-1}/2  "
          f"l_small={l_of(-kappa)}  <K>={mean_k:+.5f}")
print(f"number of orthonormal spinors checked = {len(basis)}")

# Worked spinor: kappa = -2, m = 1/2 and its partner
kappa, twom = -2, 1
theta = np.pi/3
direction = np.array([[np.sin(theta)], [0.0], [np.cos(theta)]])
print(f"Example: kappa = {kappa}, m = {twom}/2, theta = {np.degrees(theta):.0f} deg, phi = 0")
for k in (kappa, -kappa):
    up, down = coefficients(k, twom)
    val = omega(k, twom)(direction)[:, 0]
    print(f"kappa={k:+d}: coefficient up = {up:+.6f}, down = {down:+.6f}")
    print(f"kappa={k:+d}: Omega up = {val[0].real:+.6f}, down = {val[1].real:+.6f}")
    density = np.sum(np.abs(val)**2)
    close(density, (1 + 3*np.cos(theta)**2)/(8*np.pi), 1e-12)
    print(f"kappa={k:+d}: angular density = {density:.6f} per steradian")

# One electron at a fixed point charge, lowest kappa = -2 state, atomic units
Z = 80
c = 1/const.fine_structure
gamma = np.sqrt(kappa**2 - (Z/c)**2)
lam = Z/abs(kappa)
q = -Z/(c*(gamma + abs(kappa)))
energy = c**2*gamma/abs(kappa)


def large(p):
    r = np.sqrt((p**2).sum(axis=0))
    return (lam*r)**gamma*np.exp(-lam*r)/(lam*r)*omega(kappa, twom)(p)


def small(p):
    r = np.sqrt((p**2).sum(axis=0))
    return 1j*q*(lam*r)**gamma*np.exp(-lam*r)/(lam*r)*omega(-kappa, twom)(p)


near = pts/lam
step = 2e-3/lam
potential = -Z/np.sqrt((near**2).sum(axis=0))
h_up = (potential + c**2)*large(near) + c*sigma_p(small, near, step)
h_down = c*sigma_p(large, near, step) + (potential - c**2)*small(near)
scale = c**2*np.max(np.abs(large(near)))
residual = max(np.max(np.abs(h_up - energy*large(near))),
               np.max(np.abs(h_down - energy*small(near))))/scale
assert residual < 1e-8, residual

w = q**2/(1 + q**2)
close(w, (1 - energy/c**2)/2, 1e-12)
f, g = omega(kappa, twom), omega(-kappa, twom)
l2_large = overlap(f(sphere), l_squared(f, sphere)).real
l2_small = overlap(g(sphere), l_squared(g, sphere)).real
l2_mean = (1 - w)*l2_large + w*l2_small
l_a, l_b = l_of(kappa), l_of(-kappa)
close(l2_mean, (1 - w)*l_a*(l_a + 1) + w*l_b*(l_b + 1), 1e-5)
hartree_ev = const.physical_constants["Hartree energy in eV"][0]
print(f"Point charge Z = {Z}, speed of light c = {c:.6f} a.u.")
print(f"gamma = {gamma:.6f}, lambda = {lam:.1f} per bohr")
print(f"ratio q = Q/P = {q:.6f}")
print(f"E - c^2 = {energy - c**2:.4f} hartree")
print(f"E - c^2 = {(energy - c**2)*hartree_ev/1000:.4f} keV")
print(f"small-component weight w = {w:.6f}")
print(f"<L^2> large block = {l2_large:.5f}, small block = {l2_small:.5f} (hbar^2)")
print(f"<L^2> whole spinor = {l2_mean:.5f} (hbar^2)")
print(f"Dirac equation residual relative to c^2 below 1e-8: {residual < 1e-8}")
print("verified")
```

It prints:

```
Maps; <K> is the quadrature mean of sigma.L+1 at m=1/2 (hbar=1)
kappa=-4  l=3  j=7/2  l_small=4  <K>=+4.00000
kappa=-3  l=2  j=5/2  l_small=3  <K>=+3.00000
kappa=-2  l=1  j=3/2  l_small=2  <K>=+2.00000
kappa=-1  l=0  j=1/2  l_small=1  <K>=+1.00000
kappa=+1  l=1  j=1/2  l_small=0  <K>=-1.00000
kappa=+2  l=2  j=3/2  l_small=1  <K>=-2.00000
kappa=+3  l=3  j=5/2  l_small=2  <K>=-3.00000
kappa=+4  l=4  j=7/2  l_small=3  <K>=-4.00000
number of orthonormal spinors checked = 40
Example: kappa = -2, m = 1/2, theta = 60 deg, phi = 0
kappa=-2: coefficient up = +0.816497, down = +0.577350
kappa=-2: Omega up = +0.199471, down = -0.172747
kappa=-2: angular density = 0.069630 per steradian
kappa=+2: coefficient up = -0.632456, down = +0.774597
kappa=+2: Omega up = +0.049868, down = -0.259121
kappa=+2: angular density = 0.069630 per steradian
Point charge Z = 80, speed of light c = 137.035999 a.u.
gamma = 1.912901, lambda = 40.0 per bohr
ratio q = Q/P = -0.149196
E - c^2 = -817.8075 hartree
E - c^2 = -22.2537 keV
small-component weight w = 0.021775
<L^2> large block = 2.00000, small block = 6.00000 (hbar^2)
<L^2> whole spinor = 2.08710 (hbar^2)
Dirac equation residual relative to c^2 below 1e-8: True
verified
```
